**Oriani's effective diffusivity: numerical tests and example**

The program tests $D_{\rm eff}=D_L/(1+\beta)$ with $\beta=(N_T/N_L)K/(1+K\theta_L)^2$ and $K=e^{E_b/k_BT}$. Here $D_L$ is the lattice diffusivity, $N_T/N_L$ the number of traps per lattice site, $\theta_L$ the lattice occupancy and $E_b$ the binding energy. It asserts the flux law from averages over all states of a small exclusion process, the isotherm from a canonical sum, and the empty-trap formula from the hop-rate matrix of a ring with explicit traps. It also asserts the leading correction for finite trapping rate, the apparent activation energy, and the permeation time lag for fast and slow traps. Simulated profiles follow the effective diffusion equation for fast traps and depart from it strongly for slow ones, while the time lag is the same in both cases. In the 400 K example, nearly empty traps reduce the diffusivity about twelvefold, and at a lattice occupancy of $10^{-3}$ the reduction is about 0.1%.

## Numerical verification

```python
"""Hydrogen diffusion with saturable traps in local equilibrium (Oriani).
Result under test:
  D_eff = D_L / (1 + beta),  beta = n K / (1 + K th)^2,  K = exp(E_b/kT)
  D_L: lattice diffusivity, th: lattice occupancy, n: trap sites per lattice
  site, E_b: binding energy. Empty traps (K th << 1): D_eff = D_L/(1 + n K).
Also tested: the flux law, the isotherm, the condition for local equilibrium,
the apparent activation energy and the permeation time lag.
"""
import itertools
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import solve_ivp
from scipy.special import gammaln

kB = k_joule / charge  # eV/K


def beta_formula(n, K, th):
    return n * K / (1 + K * th) ** 2


def trap_occupancy(K, th):
    x = K * th / (1 - th)
    return x / (1 + x)


def lag_integral(a):
    return 0.5 + 1 / a - (1 + a) * np.log1p(a) / a**2


# --- Exclusion process: exact mean occupancies obey plain diffusion ---
rng = np.random.default_rng(1)
sites = 5
states = list(itertools.product((0, 1), repeat=sites))
prob = rng.random(len(states))
prob /= prob.sum()
mean = prob @ np.array(states)
change = np.zeros(sites)
for weight, occ in zip(prob, states):
    for i in range(sites):
        for j in ((i + 1) % sites, (i - 1) % sites):
            if occ[i] == 1 and occ[j] == 0:
                change[i] -= weight
                change[j] += weight
laplacian = np.roll(mean, 1) + np.roll(mean, -1) - 2 * mean
assert np.allclose(change, laplacian, atol=1e-13)

# --- Isotherm from an explicit canonical sum over trap populations ---
NL, NT, NH, K_sum = 20_000_000, 4000, 3000, 1.0e4
j = np.arange(NH + 1)


def log_binomial(total, chosen):
    return (gammaln(total + 1) - gammaln(chosen + 1)
            - gammaln(total - chosen + 1))


logw = log_binomial(NT, j) + log_binomial(NL, NH - j) + j * np.log(K_sum)
w = np.exp(logw - logw.max())
trapped = (w @ j) / w.sum()
theta_sum = trapped / NT
theta_iso = trap_occupancy(K_sum, (NH - trapped) / NL)
# finite number of atoms: relative fluctuation corrections of order 1e-4
assert abs(theta_sum / theta_iso - 1) < 1e-3

# --- One atom hopping on a ring with explicit side traps, long wave ---
M, K_ring, capture, phase = 40, 200.0, 0.3, 0.02
trap_hosts = [3, 10, 27]
W = np.zeros((M + len(trap_hosts),) * 2, complex)
for i in range(M):
    nxt = (i + 1) % M
    twist = np.exp(1j * phase) if nxt == 0 else 1.0
    W[nxt, i] += twist
    W[i, nxt] += np.conj(twist)
    W[i, i] -= 1
    W[nxt, nxt] -= 1
for number, host in enumerate(trap_hosts):
    t = M + number
    W[t, host] += capture
    W[host, host] -= capture
    W[host, t] += capture / K_ring
    W[t, t] -= capture / K_ring
D_ring = -np.linalg.eigvals(W).real.max() * (M / phase) ** 2
D_ring_formula = 1 / (1 + len(trap_hosts) / M * K_ring)
# finite wavelength leaves a relative error of order phase^2
assert abs(D_ring / D_ring_formula - 1) < 1e-3

# --- Slow decay rate of a small wave with finite trap kinetics ---
n_m, K_m, th_m, escape_m, Dq2 = 2e-3, 1e3, 5e-4, 1.0, 0.01


def wave_rates(y):
    dv = escape_m * (K_m * y[0] * (1 - y[1]) - y[1])
    return np.array([-Dq2 * (y[0] - th_m) - n_m * dv, dv])


base = np.array([th_m, K_m * th_m / (1 + K_m * th_m)])
jac = np.zeros((2, 2))
for col, step in enumerate((1e-5, 1e-2)):
    d = np.zeros(2)
    d[col] = step
    jac[:, col] = (wave_rates(base + d) - wave_rates(base - d)) / (2 * step)
slow = -np.linalg.eigvals(jac).real.max()
b_m = beta_formula(n_m, K_m, th_m)
ideal = Dq2 / (1 + b_m)
relax = escape_m * (1 + K_m * th_m)
shift_true = 1 - slow / ideal
shift_formula = b_m / (1 + b_m) * ideal / relax
# next order in ideal/relax is below one percent of the shift
assert abs(shift_true / shift_formula - 1) < 0.02

# --- Permeation in scaled units: D_L = L = inlet lattice conc. = 1 ---
a_s, m_s = 2.0, 3.0   # K*th at inlet; trap sites per inlet lattice atom
cells, t_snap, t_end = 80, 0.2, 40.0
h = 1 / cells
inner = cells - 1


def permeate(escape):
    """Explicit trap kinetics; returns total profile and time lag."""
    def rhs(t, y):
        u, v = y[:inner], y[inner:2 * inner]
        full = np.concatenate(([1.0], u, [0.0]))
        dv = escape * (a_s * u * (1 - v) - v)
        du = np.diff(full, 2) / h**2 - m_s * dv
        return np.concatenate((du, dv, [u[-1] / h]))
    sol = solve_ivp(rhs, (0, t_end), np.zeros(2 * inner + 1), method="BDF",
                    t_eval=[t_snap, t_end], rtol=1e-7, atol=1e-9)
    assert sol.success
    snap = sol.y[:, 0]
    flux = sol.y[inner - 1, 1] / h
    assert abs(flux - 1) < 1e-4   # traps leave the steady flux unchanged
    total = snap[:inner] + m_s * snap[inner:2 * inner]
    return total, t_end - sol.y[-1, 1]


def effective_rhs(t, c):
    """Nonlinear diffusion of the total concentration with D_eff."""
    full = np.concatenate(([1 + m_s * a_s / (1 + a_s)], c, [0.0]))
    mid = 0.5 * (full[1:] + full[:-1])
    b = 1 + m_s * a_s - a_s * mid
    u = (-b + np.sqrt(b * b + 4 * a_s * mid)) / (2 * a_s)
    D = 1 / (1 + m_s * a_s / (1 + a_s * u) ** 2)
    return np.diff(D * np.diff(full)) / h**2


eff = solve_ivp(effective_rhs, (0, t_snap), np.zeros(inner), method="BDF",
                rtol=1e-7, atol=1e-9)
assert eff.success
c_fast, lag_fast = permeate(1e4)
c_slow, lag_slow = permeate(1.0)
gap_fast = np.abs(c_fast - eff.y[:, -1]).max()
gap_slow = np.abs(c_slow - eff.y[:, -1]).max()
lag_theory = 1 / 6 + m_s * lag_integral(a_s)
assert gap_fast < 1e-2    # grid error of the two discretizations
assert gap_slow > 0.2     # slow traps break the effective description
assert abs(lag_fast / lag_theory - 1) < 1e-3   # grid error, order h^2
assert abs(lag_slow / lag_theory - 1) < 1e-3

# --- Worked example ---
D0, Em, Eb, n, nu, L, T = 1e-7, 0.10, 0.40, 1e-4, 1e13, 1e-3, 400.0


def lattice_D(temp):
    return D0 * np.exp(-Em / (kB * temp))


def binding_factor(temp):
    return np.exp(Eb / (kB * temp))


def empty_trap_D(temp):
    return lattice_D(temp) / (1 + n * binding_factor(temp))


DL, K = lattice_D(T), binding_factor(T)
escape = nu * np.exp(-(Em + Eb) / (kB * T))
print(f"Inputs: D0 = {D0:.1e} m^2/s, E_m = {Em:.2f} eV, E_b = {Eb:.2f} eV")
print(f"Inputs: N_T/N_L = {n:.1e}, attempt frequency = {nu:.1e} 1/s")
print(f"Inputs: thickness = {L*1e3:.1f} mm, temperature = {T:.0f} K")
print(f"kT = {kB*T:.5f} eV, K = exp(E_b/kT) = {K:.4e}")
print(f"(N_T/N_L) K = {n*K:.4f}")
print(f"D_L = {DL:.4e} m^2/s, L^2/(6 D_L) = {L**2/(6*DL):.3f} s")
print(f"Empty-trap D_eff = {empty_trap_D(T):.4e} m^2/s")
print(f"Empty-trap L^2/(6 D_eff) = {L**2/(6*empty_trap_D(T)):.2f} s")
print(f"Trap escape rate p = {escape:.4e} 1/s")
for th in (1e-8, 1e-5, 1e-3):
    b = beta_formula(n, K, th)
    thT = trap_occupancy(K, th)
    d = 1e-4 * th
    slope = n * (trap_occupancy(K, th + d)
                 - trap_occupancy(K, th - d)) / (2 * d)
    D_def = DL / (1 + slope)
    D_eff = DL / (1 + b)
    D_oriani = DL * th / (th + n * thT * (1 - thT))
    # dilute-lattice forms neglect terms of order th
    assert abs(D_eff / D_def - 1) < 1e-5
    assert abs(D_oriani / D_def - 1) < 1e-5
    lag = L**2 / DL * (1 / 6 + n / th * lag_integral(K * th))
    ratio = (b / (1 + b) * D_eff * (np.pi / L) ** 2
             / (escape * (1 + K * th)))
    assert ratio < 1e-6
    print(f"theta_L = {th:.0e}: K theta_L = {K*th:.4e}, theta_T = {thT:.5f}")
    print(f"  C_T/C_L = {n*thT/th:.4f}, beta = {b:.4e}")
    print(f"  D_eff = {D_eff:.4e} m^2/s, D_eff/D_L = {D_eff/DL:.5f}")
    print(f"  time lag with this inlet occupancy = {lag:.3f} s")
    print(f"  local-equilibrium correction at q = pi/L: {ratio:.2e}")

print("Temperature scan, empty traps:")
for temp in (300.0, 400.0, 500.0, 600.0):
    b = n * binding_factor(temp)
    inv, d = 1 / (kB * temp), 1e-4
    slope = -(np.log(empty_trap_D(1 / (kB * (inv + d))))
              - np.log(empty_trap_D(1 / (kB * (inv - d))))) / (2 * d)
    E_app = Em + Eb * b / (1 + b)
    assert abs(slope - E_app) < 1e-6
    strong = lattice_D(temp) / b
    print(f"  T = {temp:.0f} K: D_L = {lattice_D(temp):.3e} m^2/s, "
          f"(N_T/N_L)K = {b:.4g}")
    print(f"    D_eff = {empty_trap_D(temp):.3e} m^2/s, pure exponential "
          f"law = {strong:.3e} m^2/s")
    print(f"    apparent activation energy = {E_app:.4f} eV")

print("Tests (scaled, dimensionless):")
print(f"  canonical sum theta_T = {theta_sum:.6f}, isotherm {theta_iso:.6f}")
print(f"  ring with traps D/D_L = {D_ring:.6f}, formula {D_ring_formula:.6f}")
print(f"  slow-wave rate shift = {shift_true:.5e}, "
      f"formula {shift_formula:.5e}")
print(f"  permeation: K theta_0 = {a_s:.1f}, N_T/C_0 = {m_s:.1f}")
print(f"  escape rates p L^2/D_L: fast {1e4:.0e}, slow {1.0:.0f}")
print(f"  time lag D_L t/L^2: fast {lag_fast:.5f}, slow {lag_slow:.5f}, "
      f"formula {lag_theory:.5f}")
print(f"  largest profile gap C/C_0 at D_L t/L^2 = {t_snap}: "
      f"fast {gap_fast:.2e}, slow {gap_slow:.3f}")
print("every check passed")
```

Printed output:

```
Inputs: D0 = 1.0e-07 m^2/s, E_m = 0.10 eV, E_b = 0.40 eV
Inputs: N_T/N_L = 1.0e-04, attempt frequency = 1.0e+13 1/s
Inputs: thickness = 1.0 mm, temperature = 400 K
kT = 0.03447 eV, K = exp(E_b/kT) = 1.0959e+05
(N_T/N_L) K = 10.9592
D_L = 5.4961e-09 m^2/s, L^2/(6 D_L) = 30.324 s
Empty-trap D_eff = 4.5957e-10 m^2/s
Empty-trap L^2/(6 D_eff) = 362.66 s
Trap escape rate p = 5.0151e+06 1/s
theta_L = 1e-08: K theta_L = 1.0959e-03, theta_T = 0.00109
  C_T/C_L = 10.9472, beta = 1.0935e+01
  D_eff = 4.6050e-10 m^2/s, D_eff/D_L = 0.08379
  time lag with this inlet occupancy = 362.474 s
  local-equilibrium correction at q = pi/L: 8.29e-10
theta_L = 1e-05: K theta_L = 1.0959e+00, theta_T = 0.52288
  C_T/C_L = 5.2288, beta = 2.4948e+00
  D_eff = 1.5727e-09 m^2/s, D_eff/D_L = 0.28614
  time lag with this inlet occupancy = 250.706 s
  local-equilibrium correction at q = pi/L: 1.05e-09
theta_L = 1e-03: K theta_L = 1.0959e+02, theta_T = 0.99097
  C_T/C_L = 0.0991, beta = 8.9605e-04
  D_eff = 5.4912e-09 m^2/s, D_eff/D_L = 0.99910
  time lag with this inlet occupancy = 38.799 s
  local-equilibrium correction at q = pi/L: 8.75e-14
Temperature scan, empty traps:
  T = 300 K: D_L = 2.090e-09 m^2/s, (N_T/N_L)K = 524.5
    D_eff = 3.977e-12 m^2/s, pure exponential law = 3.984e-12 m^2/s
    apparent activation energy = 0.4992 eV
  T = 400 K: D_L = 5.496e-09 m^2/s, (N_T/N_L)K = 10.96
    D_eff = 4.596e-10 m^2/s, pure exponential law = 5.015e-10 m^2/s
    apparent activation energy = 0.4666 eV
  T = 500 K: D_L = 9.818e-09 m^2/s, (N_T/N_L)K = 1.076
    D_eff = 4.729e-09 m^2/s, pure exponential law = 9.125e-09 m^2/s
    apparent activation energy = 0.3073 eV
  T = 600 K: D_L = 1.446e-08 m^2/s, (N_T/N_L)K = 0.229
    D_eff = 1.176e-08 m^2/s, pure exponential law = 6.312e-08 m^2/s
    apparent activation energy = 0.1745 eV
Tests (scaled, dimensionless):
  canonical sum theta_T = 0.406964, isotherm 0.406922
  ring with traps D/D_L = 0.062499, formula 0.062500
  slow-wave rate shift = 1.66124e-03, formula 1.66090e-03
  permeation: K theta_0 = 2.0, N_T/C_0 = 3.0
  escape rates p L^2/D_L: fast 1e+04, slow 1
  time lag D_L t/L^2: fast 0.69466, slow 0.69466, formula 0.69479
  largest profile gap C/C_0 at D_L t/L^2 = 0.2: fast 2.10e-04, slow 1.113
every check passed
```
